# A norm-conserving Kerker pseudo-orbital for hydrogen 1s

## The exercise

The Coulomb potential of a proton diverges at the origin, and the hydrogen 1s orbital has a cusp there. Both are awkward for a plane-wave basis. A pseudopotential replaces them inside a small sphere and leaves the outside untouched.

Work in Hartree atomic units, with a nonrelativistic electron and a fixed point proton. The radial function is $R(r)=2e^{-r}$, with $u(r)=rR(r)$, energy $\varepsilon=-\tfrac12$ and $\int_0^\infty u^2\,dr=1$. Inside the core radius $r_c=1$ bohr, replace $R$ by Kerker's form

$$R_{ps}(r)=e^{p(r)},\qquad p(r)=d+cr^2+br^3+ar^4 ,$$

and keep $R_{ps}=R$ outside. With lengths in bohr and $r_c=1$, powers of $r_c$ are not written.

1. Show that the norm enclosed by the core sphere is 0.323.
2. Express the potential that has $R_{ps}$ as its $s$ solution at energy $\varepsilon$ through $p$. Why does $p$ have no linear term?
3. Require $R$, $R'$ and $R''$ to be continuous at $r_c$. Which freedom is left?
4. Show that preserving the enclosed norm fixes this freedom uniquely, and find the coefficients.
5. Find the potential, its value at the origin and its behaviour at $r_c$.
6. What does preserving the norm achieve at energies other than $\varepsilon$?

## Hints

**For 2.** Put $u=re^{p}$ into the radial equation and divide by $u$. This is allowed because $u$ has no node for $r>0$.

**For 3.** Match $\ln R$ and its first two derivatives. Since $R>0$, this is equivalent to matching $R$, $R'$ and $R''$, and the conditions become linear in the coefficients.

**For 4.** Look at $p-\ln R$. It vanishes at $r=1$ together with two derivatives, so it contains the factor $(r-1)^3$.

**For 6.** Differentiate the radial equation with respect to energy, and combine the result with the original equation so that the potential drops out.

## Full solution

### 1. The enclosed norm

An antiderivative of $4r^2e^{-2r}$ is $-(2r^2+2r+1)e^{-2r}$. Its derivative is $[2(2r^2+2r+1)-(4r+2)]e^{-2r}=4r^2e^{-2r}$, as required. Therefore

$$N=\int_0^1 4r^2e^{-2r}\,dr=1-5e^{-2}=0.323324 .$$

About a third of the electron's probability lies inside the sphere. Hydrogen has no core electrons, so "core" here names only the region in which the orbital is altered.

### 2. Inverting the radial equation

For $l=0$ the radial equation is $-\tfrac12u''+Vu=\varepsilon u$, so $V=\varepsilon+u''/(2u)$. With $u=re^{p}$,

$$u'=(1+rp')e^{p},$$

$$u''=\left[p'+rp''+p'(1+rp')\right]e^{p}=\left[2p'+rp''+r(p')^2\right]e^{p}.$$

Division by $2u=2re^{p}$ gives

$$V(r)=\varepsilon+\frac{p'}{r}+\frac{p''+(p')^2}{2}. \tag{1}$$

The true orbital provides a check. For $p=\ln2-r$ we have $p'=-1$ and $p''=0$, so $V=-\tfrac12-\tfrac1r+\tfrac12=-\tfrac1r$.

The same check shows where the divergence comes from. A linear term $sr$ in $p$ contributes $s/r$ to $p'/r$, while the other terms of (1) stay finite. The true orbital has $s=-1$, which is both its cusp and its Coulomb singularity. Leaving out the linear term removes both.

Equation (1) also shows why three matching conditions are wanted. The potential contains $p''$, so it is continuous at $r_c$ if $R$, $R'$ and $R''$ are.

### 3. The matching conditions

Outside, $\ln R=\ln2-r$, with first derivative $-1$ and second derivative $0$. At $r=1$ we need

$$d+c+b+a=\ln2-1,$$

$$2c+3b+4a=-1,$$

$$2c+6b+12a=0 .$$

Subtracting the second equation from the third gives $3b+8a=1$. The third then gives $c=-3b-6a=-(1-8a)-6a$, and the first gives $d$:

$$b=\frac{1-8a}{3},\qquad c=-1+2a,$$

$$d=\ln2-1-a-\frac{1-8a}{3}+1-2a=\ln2-\frac13-\frac a3 .$$

Every value of $a$ gives an orbital that joins the true one smoothly to second order. One parameter is free.

### 4. The norm condition

Collect the terms of $p-\ln R=p-\ln2+r$ by powers of $a$:

$$p-\ln R=\frac{r^3-3r^2+3r-1}{3}+a\left(r^4-\frac83r^3+2r^2-\frac13\right).$$

The first numerator is $(r-1)^3$. The second bracket is $(r-1)^3(r+\tfrac13)$, as multiplying out confirms: the terms linear in $r$ are $-r$ and $+r$, and they cancel. Hence

$$p-\ln R=(r-1)^3\left[\frac13+a\left(r+\frac13\right)\right]. \tag{2}$$

The pseudo-orbital's enclosed norm is $N_{ps}(a)=\int_0^1r^2e^{2p}\,dr$. By (2), $\partial p/\partial a=(r-1)^3(r+\tfrac13)$, which is negative for $0\le r<1$. So $N_{ps}$ falls strictly as $a$ rises, and there can be at most one solution.

Two values of $a$ enclose it:

- At $a=-1$ the bracket in (2) is $-r$, so $p-\ln R=r(1-r)^3\ge0$. The pseudo-orbital lies above the true one, and its norm is too large: 0.347192.
- At $a=-\tfrac14$ the bracket is $(1-r)/4$, so $p-\ln R=-\tfrac14(1-r)^4\le0$. The norm is too small: 0.314453.

Since $N_{ps}$ is continuous, there is exactly one solution, and $-1<a<-\tfrac14$. Linear interpolation between the two norms gives a first estimate,

$$a\approx-1+0.75\,\frac{0.347192-0.323324}{0.347192-0.314453}=-0.453 .$$

Continuing the root search with numerical quadrature gives $a=-0.471400$. The other coefficients follow:

$$b=\frac{1+3.7712}{3}=1.5904,\qquad c=-1-0.9428=-1.9428,$$

$$d=0.6931-0.3333+0.1571=0.5169 .$$

Solving the four original conditions simultaneously, without the reduction to one parameter, gives the same coefficients.

At the origin $R_{ps}(0)=e^{d}=1.677$, against 2 for the true orbital. With less amplitude near the nucleus, the pseudo-orbital must have more somewhere else inside the sphere. The crossing point is the zero of the bracket in (2):

$$r_0=-\frac13-\frac1{3a}=-0.3333+0.7071=0.374\text{ bohr}.$$

Probability has been moved from inside $r_0$ to the shell between $r_0$ and $r_c$.

### 5. The potential

From $p'=2cr+3br^2+4ar^3$ the three pieces of (1) are

$$\frac{p'}{r}=2c+3br+4ar^2,\qquad \frac{p''}{2}=c+3br+6ar^2,$$

$$\frac{(p')^2}{2}=2c^2r^2+6bcr^3+\left(\frac92b^2+8ac\right)r^4+12abr^5+8a^2r^6 .$$

Their sum with $\varepsilon$ is, for $r\le1$,

$$V_{ps}=\varepsilon+3c+6br+(10a+2c^2)r^2+6bcr^3+\left(\frac92b^2+8ac\right)r^4+12abr^5+8a^2r^6 .$$

With the coefficients inserted, in hartree with $r$ in bohr,

$$V_{ps}=-6.328+9.542r+2.835r^2-18.539r^3+18.709r^4-8.997r^5+1.778r^6 .$$

At the origin,

$$V_{ps}(0)=\varepsilon+3c=-0.5-5.8284=-6.328\text{ hartree}=-172.2\text{ eV}.$$

The potential is finite. By (1) its value at the origin is set by the curvature of $p$ there: $V_{ps}(0)=\varepsilon+\tfrac32p''(0)$, with $p''(0)=2c=-3.886$.

| $r$ (bohr) | $R$ | $R_{ps}$ | $-1/r$ | $V_{ps}$ |
|---|---|---|---|---|
| 0 | 2.0000 | 1.6769 | diverges | −6.3284 |
| 0.25 | 1.5576 | 1.5197 | −4.0000 | −3.9906 |
| 0.50 | 1.2131 | 1.2221 | −2.0000 | −2.2499 |
| 0.75 | 0.9447 | 0.9474 | −1.3333 | −1.2970 |
| 1.00 | 0.7358 | 0.7358 | −1.0000 | −1.0000 |

Orbitals are in bohr$^{-3/2}$ and potentials in hartree. $V_{ps}$ is not simply a weakened Coulomb potential: at 0.5 bohr it is more attractive than $-1/r$.

At $r_c$ the matching conditions give $V_{ps}=-\tfrac12-1+\tfrac12=-1$, which joins $-1/r$. The slope does not join. Differentiating (1),

$$V'=\frac{p''}{r}-\frac{p'}{r^2}+\frac{p'''}{2}+p'p'' .$$

At $r=1$ we have $p''=0$, $p'=-1$ and $p'''=6b+24a$. Just inside,

$$V'_{ps}=1+3b+12a=1+(1-8a)+12a=2+4a=0.114\text{ hartree/bohr},$$

whereas $-1/r$ has slope 1. The slopes would agree for $a=-\tfrac14$, but there the norm is 0.314453 instead of 0.323324. With four coefficients one cannot have both. A further term in $p$ would supply the missing freedom.

The potential is not smooth at the origin either. Its linear term $6br$ makes a conical point at the nucleus when $V_{ps}$ is viewed as a function of position in space. If $p$ contained even powers only, every term of (1) would be even in $r$, and the conical point would be absent.

Finally, $-\tfrac12$ is the lowest $s$ level of $V_{ps}$, as it is for the Coulomb potential. The function $u_{ps}$ satisfies the radial equation by construction, vanishes at the origin, decays at large $r$ and has no node in between, and a nodeless radial solution is the ground state for its $l$. Diagonalizing the radial Hamiltonian by finite differences in a box of 40 bohr, with spacings 0.01 and 0.005 bohr extrapolated to zero, gives $-0.500000$ hartree.

### 6. What the norm buys

At another energy $E$, the inner region acts on the outer one only through the logarithmic derivative $L(E)=u'/u$ at $r_c$, where $u(r,E)$ is the solution that vanishes at the origin. Hold the potential fixed and let a dot denote $\partial/\partial E$:

$$-\tfrac12u''+Vu=Eu,\qquad -\tfrac12\dot u''+V\dot u=E\dot u+u .$$

Multiply the second equation by $u$, the first by $\dot u$, and subtract. The terms in $V$ and $E$ cancel:

$$-\tfrac12(u\dot u''-\dot uu'')=u^2,\qquad\text{so}\qquad \frac{d}{dr}(u\dot u'-\dot uu')=-2u^2 .$$

Integrate from 0 to $r_c$. The lower limit gives nothing, since $u$ and $\dot u$ both vanish there. Because $u\dot u'-\dot uu'=u^2\,\partial(u'/u)/\partial E$,

$$\frac{dL}{dE}=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2\,dr . \tag{3}$$

The true and pseudo-orbitals have the same $u(r_c)$ and the same enclosed norm, so at $\varepsilon$ they have the same $L$ and the same $dL/dE$. Here $u(r_c)^2=4e^{-2}=0.5413$, and

$$\frac{dL}{dE}=-\frac{2\times0.323324}{0.5413}=-1.1945\text{ bohr}^{-1}\text{hartree}^{-1}.$$

Solving the radial equation at energies 0.002 hartree above and below $\varepsilon$, by numerical integration for $V_{ps}$ and with the confluent hypergeometric function for $-1/r$, gives $-1.19453$ for both potentials.

The agreement is guaranteed to first order in $E-\varepsilon$ and no further. The 2s level, at $E=-\tfrac18$, lies 0.375 hartree higher and tests what remains. There $L=-0.50000$ for the Coulomb potential and $-0.49942$ for $V_{ps}$, a difference $\delta L=0.00058$.

This difference can be turned into a level shift. A bound state requires the inner $L$ to equal the logarithmic derivative $L_{out}$ of the decaying outer solution. The argument leading to (3), applied from $r_c$ to infinity, gives $dL_{out}/dE=+2N_{out}/u(r_c)^2$, where $N_{out}$ is the norm outside. For a normalized state the two slopes therefore differ by $2/u(r_c)^2$, and to first order

$$\Delta E\approx\tfrac12u(r_c)^2\,\delta L .$$

The normalized 2s function is $u=\tfrac{1}{\sqrt2}\,r(1-\tfrac r2)e^{-r/2}$, so $u(1)^2=e^{-1}/8=0.0460$. The estimate is $\tfrac12\times0.0460\times0.00058=1.3\times10^{-5}$ hartree, or 0.36 meV (0.365 meV with the unrounded $\delta L=0.000584$). Direct diagonalization gives an error of 0.37 meV relative to the Coulomb level at $-0.125$ hartree.

$V_{ps}$ was built for $l=0$, and nothing above protects other angular momenta. Used for $l=1$, it nevertheless puts the 2p level only 0.59 meV too high. That state has little weight in the sphere: with $u_{2p}^2=r^4e^{-r}/24$, the norm inside 1 bohr is 0.0037. The small weight is only part of the reason. As the table in part 5 shows, $V_{ps}$ lies below $-1/r$ at 0.5 bohr and above it at 0.75 bohr, so contributions of opposite sign partly cancel. That both signs occur follows from the construction: $u$ and $u_{ps}$ solve the $l=0$ equation at the same energy, vanish at the origin and share value and slope at $r_c$, so $\int_0^{r_c}u\,u_{ps}\,(V_{ps}+1/r)\,dr=0$. How far the contributions cancel under the different weight $u_{2p}^2$ is not fixed by the construction.

### From the atom to a material

These errors are relative to a model. In a real hydrogen atom the proton recoils, which raises the 1s level by roughly 0.05% of its binding energy, or 7 meV, and the 2s level by about 1.9 meV. Both are more than the 2s error found here, and relativistic and radiative shifts are left out as well.

In a molecule or solid, one assumption at risk is that the core spheres do not overlap. The H–H distance in the hydrogen molecule is roughly 1.4 bohr, so two spheres of radius 1 bohr do overlap, and a smaller $r_c$ would be the cautious choice. A Si–H bond, as on a passivated silicon surface, is roughly 2.8 bohr long, which leaves about 1.8 bohr for the silicon sphere. The effect of overlap on energies has not been computed here.

In a density-functional calculation one would also start from the orbital of that functional. The Hartree and exchange-correlation potentials of the pseudo-atom would then be subtracted from the inverted potential. The exact one-electron problem has no such terms, so $V_{ps}$ is already the ionic potential.

## Variation 1: the norm is not preserved

*Keep the three matching conditions but set $a=0$. What is lost?*

The coefficients are $b=\tfrac13$ and $c=-1$, and the potential at the origin is $-\tfrac12-3=-3.5$ hartree. It is finite and shallower than before. It also still has the 1s level at $-\tfrac12$, because the inversion guarantees this for every $a$.

The enclosed norm is now 0.305134, which is 5.6% too small. By (3), with $u(r_c)$ unchanged,

$$\frac{dL}{dE}=-\frac{2\times0.305134}{0.5413}=-1.127\text{ bohr}^{-1}\text{hartree}^{-1}$$

instead of $-1.195$. The error in $L$ now begins at first order in $E-\varepsilon$. At the 2s energy $L=-0.46608$, so $\delta L=0.0339$. The estimate of part 6 gives $\tfrac12\times0.0460\times0.0339=7.8\times10^{-4}$ hartree, or 21 meV, and diagonalization gives 21.4 meV. Compared with this choice $a=0$, at the same $r_c$ and with the same matching, preserving the norm reduces the 2s error by a factor of nearly 60. The factor belongs to this example; another value of $a$ would give another one.

## Variation 2: another core radius

*How does the depth of the potential depend on $r_c$?*

Set $x=r/r_c$. The counterpart of (2) is

$$p-\ln R=r_c(x-1)^3\left[\frac13+A\left(x+\frac13\right)\right],\qquad A=ar_c^3 .$$

It vanishes to third order at $x=1$, so the matching holds. Its linear term $+r_cx$ cancels the $-r$ in $\ln R$, so $p$ again has no linear term. The quadratic term of $p$ is $r_c(2A-1)x^2$, hence $c=(2A-1)/r_c$ and

$$V_{ps}(0)=-\frac12-\frac{3(1-2A)}{r_c}.$$

The argument of part 4 carries over unchanged and gives $-1<A<-\tfrac14$ for every $r_c$. The depth therefore satisfies

$$-\frac12-\frac{9}{r_c}<V_{ps}(0)<-\frac12-\frac{9}{2r_c}.$$

For a small core, $R^2\approx4$ throughout the sphere and $e^{2(p-\ln R)}-1\approx2(p-\ln R)$. The norm condition becomes

$$\int_0^1x^2(1-x)^3\left[\frac13+A\left(x+\frac13\right)\right]dx=0 .$$

With $\int_0^1x^2(1-x)^3dx=\tfrac1{60}$ and $\int_0^1x^3(1-x)^3dx=\tfrac1{140}$ this reads

$$\frac1{180}+A\left(\frac1{140}+\frac1{180}\right)=0,\qquad A=-\frac7{16},$$

and to leading order $V_{ps}(0)\approx-45/(8r_c)$. At $r_c=1$ bohr, which is not small, this gives $-5.6$ hartree against the full result $-6.3$.

Shrinking the core brings the Coulomb singularity back as $1/r_c$. A smaller sphere leaves more of the true potential in place and avoids overlap with neighbours, but its deeper and narrower well needs a finer basis. The numerical output below lists the values used for $r_c=1$ bohr.

## Table of computed values

```
core radius: 1.0 bohr; 1s energy: -0.5 hartree
enclosed norm, true 1s: 0.323324
enclosed norm at a = -1: 0.347192
enclosed norm at a = -1/4: 0.314453
enclosed norm at a = 0: 0.305134
a = -0.471400 bohr^-4
b = 1.590401 bohr^-3
c = -1.942801 bohr^-2
d = 0.516947 (log of R in bohr^-3/2)
enclosed norm, pseudo-orbital: 0.323324
R_ps(0) = 1.67690 bohr^-3/2
orbitals cross at r = 0.37378 bohr
V_ps(0) = -6.32840 hartree = -172.20 eV
coefficients of V_ps, powers r^0 to r^6 (hartree/bohr^k):
  -6.32840, 9.54241, 2.83495, -18.53900, 18.70889, -8.99659, 1.77775
r (bohr), R_true, R_ps (bohr^-3/2), -1/r, V_ps (hartree):
  0.00  2.0000  1.6769  diverges  -6.3284
  0.25  1.5576  1.5197  -4.0000  -3.9906
  0.50  1.2131  1.2221  -2.0000  -2.2499
  0.75  0.9447  0.9474  -1.3333  -1.2970
  1.00  0.7358  0.7358  -1.0000  -1.0000
slope of V_ps just inside rc: 0.11440 hartree/bohr
slope of -1/r at rc: 1.00000 hartree/bohr
smallest slope of V_ps inside rc: 0.1163 hartree/bohr
1s level of V_ps from the grid: -0.500000 hartree
energy slope of u'/u at rc (1/(bohr hartree)):
  from norm -1.19453, Coulomb -1.19453
  V_ps -1.19453, a = 0 potential -1.12733
u'/u at rc for E = -1/8 hartree (1/bohr):
  Coulomb -0.50000, V_ps -0.49942, a = 0 -0.46608
Coulomb n = 2 level: -0.125000 hartree
2s level of V_ps: -0.124987 hartree
2s error of V_ps: 0.37 meV
2s error of the a = 0 potential: 21.41 meV
2p error if V_ps is used for l = 1: 0.59 meV
2s grid error for -1/r: -0.0000 meV
```
